# IORA from a restricted Dirac Rayleigh quotient, and its gauge dependence

## A free electron

Take an electron with no potential, in a plane wave of momentum \(p\) with its spin along the momentum, so that \(\boldsymbol\sigma\cdot\mathbf p\) acts as the number \(p\). In Hartree atomic units, with the rest energy \(c^2\) subtracted, the Dirac equation for the amplitudes \(\phi\) (large) and \(\chi\) (small) is

\[
\begin{pmatrix}0&cp\\ cp&-2c^2\end{pmatrix}\begin{pmatrix}\phi\\ \chi\end{pmatrix}=E\begin{pmatrix}\phi\\ \chi\end{pmatrix}.
\]

For a real ratio \(t=\chi/\phi\), the Rayleigh quotient of this matrix is

\[
R(t)=\frac{2cpt-2c^2t^2}{1+t^2}.
\]

The electron energy \(E=\sqrt{c^4+c^2p^2}-c^2\) is the larger of the two eigenvalues, hence the maximum of \(R\). The second row gives the ratio there, \(t=cp/(2c^2+E)\). Dropping \(E\) from it leaves \(t_0=p/(2c)\), and

\[
R(t_0)=\frac{p^2-p^2/2}{1+p^2/4c^2}=\frac{p^2/2}{1+p^2/4c^2}.
\]

The numerator is the energy of the zeroth-order regular approximation (ZORA) for a free particle. The denominator is the norm of the full spinor, small component included. For small \(p/c\),

\[
R(t_0)=\frac{p^2}{2}-\frac{p^4}{8c^2}+\frac{p^6}{32c^4}-\dots,\qquad
E=\frac{p^2}{2}-\frac{p^4}{8c^2}+\frac{p^6}{16c^4}-\dots
\]

The norm supplies the \(c^{-2}\) term that ZORA lacks, and the remaining error is \(-p^6/32c^4\). It is negative because a wrong ratio can only lower a quantity that is maximal at the right one. For \(p\gg c\) the approximation fails: \(R(t_0)\) saturates at \(2c^2\), while \(E\) grows as \(cp\).

## The statement with a potential

Let \(V(\mathbf r)\) be a real, local potential with \(V<2c^2\) everywhere, and write \(d=2c^2-V>0\). The Dirac equation is

\[
V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\phi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi-d\,\chi=E\chi. \tag{1}
\]

Its second line gives \(\chi=(d+E)^{-1}c\,\boldsymbol\sigma\cdot\mathbf p\,\phi\). Dropping \(E\) defines an operator that does not depend on the energy:

\[
X_0=\frac{c}{d}\,\boldsymbol\sigma\cdot\mathbf p,\qquad
X_0^\dagger=\boldsymbol\sigma\cdot\mathbf p\,\frac{c}{d}. \tag{2}
\]

The adjoint reverses the order of the factors, since \(\boldsymbol\sigma\cdot\mathbf p\) is Hermitian and \(d\) is a real function. Here and below \(\phi\) is taken regular enough, and decaying fast enough, for integration by parts to leave no boundary term.

The claim is that the Dirac Rayleigh quotient, restricted to spinors \((\phi,X_0\phi)\), is stationary if and only if

\[
H_Z\phi=\varepsilon\,M\phi,\qquad
H_Z=V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{d}\,\boldsymbol\sigma\cdot\mathbf p,\qquad
M=1+X_0^\dagger X_0. \tag{3}
\]

This is the infinite-order regular approximation (IORA). \(H_Z\) is the ZORA Hamiltonian, and ZORA itself is the same equation with \(M\) replaced by 1.

## First derivation: the restricted quotient

For any spinor the Dirac quotient is

\[
R=\frac{\langle\phi|V|\phi\rangle+\langle\phi|c\,\boldsymbol\sigma\cdot\mathbf p|\chi\rangle+\langle\chi|c\,\boldsymbol\sigma\cdot\mathbf p|\phi\rangle-\langle\chi|d|\chi\rangle}{\langle\phi|\phi\rangle+\langle\chi|\chi\rangle}.
\]

Insert \(\chi=X_0\phi\) and put \(T=\boldsymbol\sigma\cdot\mathbf p\,(c^2/d)\,\boldsymbol\sigma\cdot\mathbf p\). The three terms containing \(\chi\) become expectation values of

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,X_0=T,\qquad
X_0^\dagger\,c\,\boldsymbol\sigma\cdot\mathbf p=T,\qquad
-X_0^\dagger d\,X_0=-\boldsymbol\sigma\cdot\mathbf p\,\frac cd\,d\,\frac cd\,\boldsymbol\sigma\cdot\mathbf p=-T.
\]

Their sum is \(2T-T=T\). The coupling between the components gives twice the kinetic term, and the energy cost of the small component takes one of the two away. The numerator is therefore \(\langle\phi|V+T|\phi\rangle=\langle\phi|H_Z|\phi\rangle\). In the denominator, \(\langle X_0\phi|X_0\phi\rangle=\langle\phi|K|\phi\rangle\) with

\[
K=X_0^\dagger X_0=\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{d^2}\,\boldsymbol\sigma\cdot\mathbf p .
\]

The restricted quotient is thus

\[
R[\phi]=\frac{\langle\phi|H_Z|\phi\rangle}{\langle\phi|M|\phi\rangle},\qquad M=1+K. \tag{4}
\]

Now vary \(\phi\). Since \(X_0\) is fixed, the small component follows as \(X_0\delta\phi\), and this is already contained in (4). The quotient rule and the Hermiticity of \(H_Z\) and \(M\) give

\[
\delta R=\frac{\langle\delta\phi|(H_Z-RM)\phi\rangle+\langle(H_Z-RM)\phi|\delta\phi\rangle}{\langle\phi|M|\phi\rangle}.
\]

The numerator is twice the real part of \(\langle\delta\phi|(H_Z-RM)\phi\rangle\). Replacing \(\delta\phi\) by \(i\,\delta\phi\) gives the imaginary part in the same way. Both vanish for every \(\delta\phi\) if and only if \((H_Z-RM)\phi=0\), which is (3) with \(\varepsilon=R\).

The quotient is stationary within the restricted set of spinors. Independent changes of \(\chi\) are not allowed, so \(\varepsilon\) is in general not a Dirac eigenvalue. Solutions with different \(\varepsilon\) satisfy \(\langle\phi_i|M|\phi_j\rangle=0\), which says that the four-component spinors \((\phi_i,X_0\phi_i)\) are orthogonal.

## Second derivation: linearizing in the energy

Start again from (1), eliminate \(\chi\) without approximation, and obtain

\[
\left[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{d+E}\,\boldsymbol\sigma\cdot\mathbf p\right]\phi=E\phi. \tag{5}
\]

Assume \(d+E>0\) everywhere. The identity

\[
\frac1{d+E}=\frac1d-\frac{E}{d^2}+\frac{E^2}{d^2(d+E)}
\]

is verified by multiplying by \(d^2(d+E)\): the right side becomes \(d(d+E)-E(d+E)+E^2=d^2\). In (5) the first term yields \(T\) and the second yields \(-EK\). Moving the latter to the right gives

\[
(H_Z-EM)\phi=-E^2W\phi,\qquad
W=\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{d^2(d+E)}\,\boldsymbol\sigma\cdot\mathbf p. \tag{6}
\]

No approximation has been made so far. Neglecting the right side, which is quadratic in \(E\), gives (3) again. The metric now has another origin: its 1 is the energy on the right of (5), and its \(K\) is the linear energy dependence of the eliminated small component.

## What each derivation assumes

The variational route assumes a form for the small component and nothing about the size of \(E\). It explains the metric as a norm, gives the energy a meaning as a Dirac expectation value, and shows that the \(M\)-orthogonality of the solutions of (3) is the orthogonality of four-component spinors. By itself it does not say how accurate the energy is.

The linearization assumes that \(|E|\) is small compared with \(2c^2-V\) where \(\phi\) matters. It shows which term is lost, but it does not reveal that the quotient (4), to which the truncated equation belongs, is the Dirac expectation value of a four-component spinor. The two agree because the coefficient of \(-E\) in the expansion, \(\boldsymbol\sigma\cdot\mathbf p\,(c^2/d^2)\,\boldsymbol\sigma\cdot\mathbf p\), is the operator that measures the norm of \(X_0\phi\). Keeping the next order in \(E\) would add a term in \(E^2\), and the equation would no longer have the linear form (3).

The words "infinite order" refer to the metric. With \(u=M^{1/2}\phi\), equation (3) becomes an ordinary eigenvalue equation for \(M^{-1/2}H_ZM^{-1/2}\), which contains all powers of \(K\). Putting \(M^{-1/2}\approx1-\tfrac12K\) on both sides and dropping the term \(\tfrac14KH_ZK\), which is of second order in \(K\), gives the first-order operator \(H_Z-\tfrac12(KH_Z+H_ZK)\). For a free particle its energy is \(\tfrac12p^2(1-p^2/4c^2)\), which has no lower bound as \(p\) grows. The unexpanded metric avoids this.

## Size and sign of the error

Let \((\phi,\chi)\) be a Dirac solution with energy \(E\), and \(u\) an IORA solution with energy \(\varepsilon\). Take the inner product of (6) with \(u\) and use \(\langle u|H_Z=\varepsilon\langle u|M\):

\[
\varepsilon-E=-E^2\,\frac{\langle u|W|\phi\rangle}{\langle u|M|\phi\rangle}. \tag{7}
\]

This holds when the overlap in the denominator is not zero. To leading order in \(1/c\), \(u\) and \(\phi\) coincide, \(d\) and \(d+E\) become \(2c^2\), and \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\), so that \(W\to p^2/8c^4\). For ZORA, write (6) as \((H_Z-E)\phi=EK\phi-E^2W\phi\), project on the ZORA solution, and use \(K\to p^2/4c^2\). The leading errors for a normalized state are

\[
\varepsilon_{\rm ZORA}-E\approx\frac{E\langle p^2\rangle}{4c^2},\qquad
\varepsilon_{\rm IORA}-E\approx-\frac{E^2\langle p^2\rangle}{8c^4}. \tag{8}
\]

With \(E\approx p^2/2\) the second expression reproduces the free-particle error \(-p^6/32c^4\).

A sign can be fixed without expansion. Projecting (6) on \(\phi\) itself gives

\[
R[\phi]-E=-E^2\,\frac{\langle\phi|W|\phi\rangle}{\langle\phi|M|\phi\rangle}\le0, \tag{9}
\]

because \(W\) is a non-negative operator when \(d+E>0\). Let \(E\) be the lowest Dirac electron level of a symmetry class, and let the restricted quotient have a minimum in that class. The minimum cannot exceed \(R[\phi]\), so the lowest IORA level lies at or below \(E\). The bound extends to the higher levels of the class. Let \(h(E)\) be the bracket in (5). The identity that led to (6) holds for the operators, \(H_Z-EM=h(E)-E-E^2W\le h(E)-E\). The operator \(h(E)-E\) decreases as \(E\) grows, and its \(k\)-th eigenvalue passes through zero at the \(k\)-th Dirac electron level \(E_k\). On the span of its lowest \(k\) eigenvectors at \(E=E_k\), the quotient (4) is therefore at most \(E_k\). By the min-max principle the \(k\)-th IORA level lies at or below \(E_k\), as long as the levels counted are discrete and \(d+E_k>0\).

Scaled ZORA evaluates (4) at the ZORA solution instead of minimizing it. For the lowest level, therefore, \(\varepsilon_{\rm IORA}\le\varepsilon_{\rm scaled}\). If the scaled energy is already at or below the Dirac energy, minimizing can only move the result further away.

## Gauge dependence

Add a constant \(\Delta\) to the potential, with \(2c^2-V-\Delta>0\). A distant charge acts on an atom in nearly this way, but with a small \(\Delta\): a unit charge at 5 bohr gives 0.2 hartree. The shifts of hundreds or thousands of hartree used below are chosen only to make the errors visible. Dirac energies shift by \(\Delta\) and the spinors do not change. In \(X_0\), however, \(d\) becomes \(d-\Delta\), and no energy is present to compensate. Replacing \(E\) by \(E+\Delta\) in (8) gives the leading errors that remain after \(\Delta\) has been subtracted from the computed levels:

\[
\text{ZORA: }\frac{(E+\Delta)\langle p^2\rangle}{4c^2},\qquad
\text{IORA: }-\frac{(E+\Delta)^2\langle p^2\rangle}{8c^4}. \tag{10}
\]

IORA is not gauge invariant. Its response to a small shift, the derivative of (10) at \(\Delta=0\), is \(-E\langle p^2\rangle/4c^4\), smaller than that of ZORA by the factor \(|E|/c^2\). At \(\Delta=-E\) the right side of (6) vanishes and the Dirac \(\phi\) solves both approximate equations, because \(X_0\) has then become the exact relation between the components. That choice serves one level at a time.

The laws (10) were checked numerically for the 1s level of a hydrogen-like ion with \(Z=10\) and shifts of −100, 0 and 200 hartree, with the Dirac energy for \(E\) and the nonrelativistic \(\langle p^2\rangle=Z^2\). The computed errors agree with them within 1%.

## The Coulomb potential

For \(V=-Z/r\) the ZORA energies follow from the Dirac ones by a change of length scale. Write the Dirac equation as

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(2c^2+E-V)\chi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-V)\phi .
\]

Set \(\mathbf r=\lambda\mathbf r'\) and multiply by \(\lambda\). Both \(\mathbf p\) and \(V\) scale as an inverse length, so they keep their form in \(\mathbf r'\), while the constants become \(\lambda(2c^2+E)\) and \(\lambda E\). The ZORA equations with shift \(\Delta\) have the constants \(2c^2-\Delta\) and \(\varepsilon-\Delta\) in these places, where \(\varepsilon\) includes the shift. Matching gives \(\lambda=(2c^2-\Delta)/(2c^2+E)\) and \(\varepsilon-\Delta=\lambda E\), hence

\[
\varepsilon-\Delta-E=-\frac{E(E+\Delta)}{2c^2+E},\qquad
\varepsilon=\frac{2c^2(E+\Delta)}{2c^2+E}. \tag{11}
\]

The scaled energy also needs \(n=\langle\chi|\chi\rangle/\langle\phi|\phi\rangle\), which a common change of scale leaves at its Dirac value. Stretch a Dirac eigenfunction to \(s^{3/2}\psi(s\mathbf r)\). Its expectation value is \(s\) times the sum of the \(c\,\boldsymbol\sigma\cdot\mathbf p\) and \(V\) terms, plus the constant \(-2c^2n/(1+n)\) from the lower component. An eigenfunction makes this stationary at \(s=1\), so the sum is zero and

\[
E=-\frac{2c^2n}{1+n}\quad\Rightarrow\quad 1+n=\frac{2c^2}{2c^2+E}. \tag{12}
\]

Dividing \(\varepsilon\) in (11) by \(1+n\) gives \(E+\Delta\). For a bound state of a point charge, scaled ZORA thus reproduces the Dirac energy for every allowed constant shift. This rests on the scaling of \(1/r\) and does not carry over to a general potential.

## Hydrogen-like cadmium

The ion with \(Z=48\) and one electron is treated with a point nucleus at rest and without radiative corrections. Its 1s Dirac energy follows from the trial form \(\phi=f(r)\,s\), \(\chi=i\,t\,(\boldsymbol\sigma\cdot\hat{\mathbf r})f(r)\,s\), with a constant spinor \(s\), a constant \(t\) and \(f=r^{\gamma-1}e^{-kr}\). Since \(\boldsymbol\sigma\cdot\mathbf p\,f=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,f'\) and \(\boldsymbol\sigma\cdot\mathbf p\,(\boldsymbol\sigma\cdot\hat{\mathbf r})f=-i(f'+2f/r)\), equation (1) reduces to

\[
ct\left(\frac{\gamma+1}{r}-k\right)=E+\frac Zr,\qquad
c\left(\frac{1-\gamma}{r}+k\right)=t\left(2c^2+E+\frac Zr\right).
\]

The \(1/r\) terms give \(ct(1+\gamma)=Z\) and \(c(1-\gamma)=tZ\), so \(\gamma=\sqrt{1-Z^2/c^2}\) and \(t^2=(1-\gamma)/(1+\gamma)\). The constant terms give \(E=-ctk\) and \(ck=t(2c^2+E)\), so \(E=-2c^2t^2/(1+t^2)=-c^2(1-\gamma)\). With \(c=137.035999\), this is \(E=-1189.685\) hartree.

For ZORA, (11) with \(\Delta=0\) and \(2c^2=37557.730\) hartree gives the error

\[
-\frac{(1189.685)^2}{37557.730-1189.685}=-38.917\ \text{hartree},
\]

or 3.3% of the Dirac energy. The ZORA level is −1228.602 hartree. From (12), \(1+n=37557.730/36368.045=1.032712\), and \(-1228.602/1.032712\) returns the Dirac value.

For IORA, the nonrelativistic values \(E=-Z^2/2\) and \(\langle p^2\rangle=Z^2\) turn (8) into

\[
-\frac{Z^6}{32c^4}=-1.084\ \text{hartree}.
\]

The quotient at the Dirac \(\phi\), equation (9), has the error −1.092 hartree. Minimizing lowers it slightly, to −1.093 hartree, or 0.09% of the Dirac energy. The IORA level is −1190.778 hartree (−32.403 keV), and its error is −29.7 eV, against −1059 eV for ZORA.

For 2s the ZORA level is −302.2271 hartree, and inverting (11) gives a Dirac energy of −299.8145 hartree. The IORA error is −0.018 hartree, about sixty times smaller than for 1s. Equation (8) predicts a factor of 64, since \(E\) and \(\langle p^2\rangle\) both fall by 4.

The 1s errors with a constant shift, after its removal, are as follows, all in hartree.

| \(\Delta\) | ZORA | scaled ZORA | IORA |
|---:|---:|---:|---:|
| −2000 | −104.34 | 0.00 | −7.17 |
| 0 | −38.92 | 0.00 | −1.09 |
| 1189.685 | 0.00 | 0.00 | 0.00 |
| 2000 | 26.51 | 0.00 | −0.56 |
| 4000 | 91.93 | 0.00 | −7.52 |

The ZORA error is linear in \(\Delta\) and changes sign, as (11) requires. The IORA error touches zero at \(\Delta=-E\) and is negative on both sides, as the bound requires. It is only roughly parabolic: at \(\Delta=4000\), (10) with \(\langle p^2\rangle=Z^2\) gives −6.45 hartree, not −7.52. Two approximations in (10) contribute. The shift is no longer small compared with \(2c^2\): replacing \(d\) by \(2c^2-\Delta\) instead of \(2c^2\) multiplies the estimate by 1.25. Corrections of relative order \(Z^2/c^2\) act the other way: at \(\Delta=0\), (10) with the Dirac \(E\) gives −1.156 hartree against the computed −1.093.

The IORA energy is less accurate here than the scaled ZORA energy, although IORA minimizes the same quotient. This is not confined to the Coulomb potential. In a non-central model potential on a small Fourier grid, with \(c=5\) to enlarge the effects, the lowest levels are −5.882 (Dirac), −5.910 (scaled ZORA), −5.924 (IORA) and −6.309 hartree (ZORA). These values belong to a grid of five points per side and are not converged: with 13 points the four levels rise by 0.9 to 1.1 hartree, to −4.943, −4.957, −4.964 and −5.198, in the same order. In both cases the scaled energy is not above the Dirac energy, so the minimization moves away from it. For a screened nucleus the scaled energy can lie above the Dirac energy, and this argument then does not decide the comparison. For \(V=-48e^{-ar}/r\) the 1s errors of scaled ZORA and IORA are +0.010 and −0.72 hartree at \(a=5\), but +0.0038 and −0.0036 hartree for the weakly bound level at \(a=40\). IORA gains stationarity: on the grid the slope of the quotient vanishes to numerical accuracy at the IORA solution, and does not at the ZORA solution. It also gains a better orbital. Scaled ZORA keeps the ZORA orbital, which for the cadmium 1s state is the Dirac one contracted by the factor \(\lambda=1.0327\), so that \(\langle r\rangle\) of the large component is 3.2% too small. For the IORA orbital it is 0.09% too small.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Fourier-grid test, non-central potential (energies in hartree)
 c = 5.0 a.u., box side = 4.0 bohr, points per side = 5
 potential minimum, maximum on grid: -11.4758, -0.0320
 largest deviation, Hamiltonian: 2.7e-15; metric: 2.2e-16
 lowest electron level, Dirac: -5.881751
 ZORA: -6.308830; scaled ZORA: -5.909678; IORA: -5.923797
 quotient slope at IORA: 2.2e-08; at ZORA: 4.3e-02
 quotient error at Dirac phi: -0.04187050; identity: -0.04187050
Hydrogen-like Cd, Z = 48, point nucleus (energies in hartree)
 state   Dirac        ZORA         scaled ZORA  IORA
 1s       -1189.6846   -1228.6020   -1189.6846   -1190.7776
 2s        -299.8145    -302.2271    -299.8145    -299.8326
 2p1/2     -299.8145    -302.2271    -299.8145    -299.8326
 2p3/2     -290.2430    -292.5034    -290.2430    -290.2599
 errors against Dirac: state, ZORA, IORA (hartree)
 1s       -38.9174    -1.0929
 2s        -2.4126    -0.0181
 2p1/2     -2.4126    -0.0181
 2p3/2     -2.2604    -0.0169
 1s IORA energy: -32.4027 keV; error: -29.74 eV
 1s ZORA error: -1059.00 eV
 1s IORA small-component weight: 0.02992
 1s IORA from differential equation: -1190.7776 hartree
 1s IORA change from 30 to 40 functions: 9.8e-10 hartree
 1s quotient error at Dirac phi: -1.0921 hartree; identity: -1.0921
 1s leading estimate -Z^6/(32c^4): -1.0838 hartree
Cd 1s errors after removing shift: shift, ZORA, scaled, IORA (hartree)
  -2000.000  -104.3421     0.0000    -7.1745
  -1000.000   -71.6298     0.0000    -3.5346
      0.000   -38.9174     0.0000    -1.0929
   1189.685     0.0000     0.0000     0.0000
   2000.000    26.5073     0.0000    -0.5601
   4000.000    91.9321     0.0000    -7.5192
Gauge laws, Z = 10, Dirac 1s = -50.066742 hartree
 shift, ZORA error, IORA error (hartree); each error / leading law
  -100.0    -0.200315  -7.9194e-04   1.0027   0.9921
     0.0    -0.066831  -8.8617e-05   1.0027   0.9974
   200.0     0.200137  -8.0323e-04   1.0027   1.0080
```
